# Transition Pressure Between Diamond and Beta-Tin Phases from Murnaghan Energy Curves: a program that tests the result

```python
"""Transition pressure between two phases with Murnaghan equations of state.

Result under test: the common tangent of E_A(V) and E_B(V) and the crossing of
the enthalpies H(P) = min_V [E(V) + P V] give the same pressure P_t, and raising
phase B by an energy d changes it as dP_t/dd = 1/(V_A - V_B), volumes at P_t.

Symbols: E0 energy minimum, V0 volume at zero pressure, B0 bulk modulus at zero
pressure, Bp its pressure derivative. A = diamond structure, B = beta-tin.
All energies and volumes are per atom. Internal units: eV, angstrom^3 and
eV/angstrom^3. The parameters are round model values, not data for silicon.
"""
from collections import namedtuple
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve, minimize_scalar

GPA = elementary_charge * 1e30 / 1e9      # GPa in one eV/angstrom^3
Phase = namedtuple("Phase", "E0 V0 B0 Bp")


def pressure(V, ph):
    return ph.B0 / ph.Bp * ((ph.V0 / V) ** ph.Bp - 1)


def energy(V, ph):
    return (ph.E0 + ph.B0 * V / ph.Bp
            * ((ph.V0 / V) ** ph.Bp / (ph.Bp - 1) + 1)
            - ph.B0 * ph.V0 / (ph.Bp - 1))


def volume(P, ph):
    return ph.V0 * (1 + ph.Bp * P / ph.B0) ** (-1 / ph.Bp)


def enthalpy(P, ph):
    growth = (1 + ph.Bp * P / ph.B0) ** (1 - 1 / ph.Bp) - 1
    return ph.E0 + ph.B0 * ph.V0 / (ph.Bp - 1) * growth


def minimized_enthalpy(P, ph):
    """Enthalpy from its definition, by numerical minimization over volume."""
    found = minimize_scalar(lambda V: energy(V, ph) + P * V,
                            bounds=(0.5 * ph.V0, 1.1 * ph.V0),
                            method="bounded", options={"xatol": 1e-9})
    return found.fun


def enthalpy_crossing(a, b):
    return brentq(lambda P: minimized_enthalpy(P, b) - minimized_enthalpy(P, a),
                  0.0, 0.15, xtol=1e-14)


def common_tangent(a, b):
    """Solve equal slopes and slope = chord for the two contact volumes."""
    def equations(v):
        pa, pb = pressure(v[0], a), pressure(v[1], b)
        return [pa - pb,
                energy(v[0], a) - energy(v[1], b) + pa * (v[0] - v[1])]
    va, vb = fsolve(equations, [0.92 * a.V0, 0.93 * b.V0], xtol=1e-13)
    assert np.max(np.abs(equations([va, vb]))) < 1e-11
    return va, vb, pressure(va, a)


def hull_pressure(a, b):
    """Minus the slope of the widest edge of the lower hull of sampled energies."""
    grid = np.linspace(11.0, 22.0, 5501)
    lowest = np.minimum(energy(grid, a), energy(grid, b))
    hull = []
    for x, y in zip(grid.tolist(), lowest.tolist()):
        while len(hull) > 1:
            (x1, y1), (x2, y2) = hull[-2], hull[-1]
            if (x2 - x1) * (y - y1) - (y2 - y1) * (x - x1) > 0:
                break
            hull.pop()
        hull.append((x, y))
    pts = np.array(hull)
    k = int(np.argmax(np.diff(pts[:, 0])))
    return -(pts[k + 1, 1] - pts[k, 1]) / (pts[k + 1, 0] - pts[k, 0])


def shifted(ph, d):
    return ph._replace(E0=ph.E0 + d)


A = Phase(0.0, 20.0, 100 / GPA, 4.0)
B = Phase(0.30, 15.0, 120 / GPA, 4.0)
B_other = B._replace(Bp=5.0)              # unequal Bp, used only in tests
shift = 0.010                             # eV per atom

# Equation of state against direct integration of its differential equations.
for ph in (A, B, B_other):
    for end in (0.75 * ph.V0, 1.08 * ph.V0):
        run = solve_ivp(lambda V, y: [-(ph.B0 + ph.Bp * y[0]) / V, -y[0]],
                        (ph.V0, end), [0.0, ph.E0], rtol=1e-10, atol=1e-13)
        assert run.success
        assert abs(run.y[0, -1] - pressure(end, ph)) < 1e-8
        assert abs(run.y[1, -1] - energy(end, ph)) < 1e-8
    for P in np.array([0.0, 5.0, 10.0, 20.0]) / GPA:
        assert abs(minimized_enthalpy(P, ph) - enthalpy(P, ph)) < 1e-11

# Three roads to the transition, and first and second response to a shift.
for b in (B, B_other):
    va, vb, pt = common_tangent(A, b)
    assert abs(pt - enthalpy_crossing(A, b)) * GPA < 1e-8
    # the sampled hull misses the contact points by up to half a grid step
    assert abs(pt - hull_pressure(A, b)) * GPA < 1e-5
    up = enthalpy_crossing(A, shifted(b, shift))
    down = enthalpy_crossing(A, shifted(b, -shift))
    first = 1 / (va - vb)
    second = (va / (A.B0 + A.Bp * pt) - vb / (b.B0 + b.Bp * pt)) / (va - vb) ** 3
    # finite differences carry a relative error of second order in the shift
    assert abs((up - down) / (2 * shift) / first - 1) < 1e-3
    assert abs((up + down - 2 * pt) / shift ** 2 / second - 1) < 5e-3
    hull_slope = (hull_pressure(A, shifted(b, shift))
                  - hull_pressure(A, shifted(b, -shift))) / (2 * shift)
    assert abs(hull_slope / first - 1) < 1e-3

# Quantities of the worked example.
VA, VB, Pt = common_tangent(A, B)
P_cross = enthalpy_crossing(A, B)
P_hull = hull_pressure(A, B)
dV, dV0, dE0 = VA - VB, A.V0 - B.V0, B.E0 - A.E0
Ht = enthalpy(Pt, A)
BA, BB = A.B0 + A.Bp * Pt, B.B0 + B.Bp * Pt
curvature = (VA / BA - VB / BB) / dV ** 3
P_up = enthalpy_crossing(A, shifted(B, shift))
P_down = enthalpy_crossing(A, shifted(B, -shift))

# The tangent line supports both curves from below.
grid = np.linspace(11.0, 22.0, 2001)
for ph in (A, B):
    assert np.min(energy(grid, ph) + Pt * grid - Ht) > -1e-11

# The volume ratio stays above its bound, and the enthalpy difference falls.
P_grid = np.linspace(0, 40, 401) / GPA
ratio_bound = A.V0 / B.V0 * (A.B0 / B.B0) ** (1 / A.Bp)
assert ratio_bound > 1
assert np.all(volume(P_grid, A) / volume(P_grid, B) > ratio_bound)
dH_grid = np.array([minimized_enthalpy(P, B) - minimized_enthalpy(P, A)
                    for P in P_grid[::10]])
assert np.all(np.diff(dH_grid) < 0) and np.all(np.diff(dH_grid, 2) > 0)

# The energy difference is the pressure integral of the volume difference.
area = quad(lambda P: volume(P, A) - volume(P, B), 0, P_cross)[0]
assert abs(area - dE0) < 1e-9
mean_dV = dE0 / Pt
assert dV < mean_dV < dV0 and Pt > dE0 / dV0

# Newton iteration from zero pressure.
newton = [0.0]
for _ in range(3):
    P = newton[-1]
    newton.append(P + (enthalpy(P, B) - enthalpy(P, A))
                  / (volume(P, A) - volume(P, B)))
assert newton[1] < newton[2] < newton[3] < P_cross + 1e-10
assert abs(newton[3] - P_cross) * GPA < 1e-3

# Crossing of the energy curves: unequal pressures, and a mixture lies lower.
Vx = brentq(lambda V: energy(V, A) - energy(V, B), 15.0, 17.0)
Ex = energy(Vx, A)
fraction_B = (VA - Vx) / dV
E_mix = fraction_B * energy(VB, B) + (1 - fraction_B) * energy(VA, A)
assert 0 < fraction_B < 1 and E_mix < Ex - 0.01
assert abs(pressure(Vx, A) - pressure(Vx, B)) * GPA > 1

print("Model parameters, per atom; A = diamond, B = beta-tin structure")
print(f"1 eV/A^3 in GPa: {GPA:.4f}")
for name, ph in (("A", A), ("B", B)):
    print(f"{name}: E0 = {ph.E0:.2f} eV, V0 = {ph.V0:.1f} A^3, "
          f"B0 = {ph.B0 * GPA:.0f} GPa, B' = {ph.Bp:.0f}")
    print(f"{name}: B0 V0/(B'-1) = {ph.B0 * ph.V0 / (ph.Bp - 1):.5f} eV")
print(f"lower bound on V_A/V_B at equal pressure: {ratio_bound:.4f}")
print("Common tangent")
print(f"contact volume V_A = {VA:.4f} A^3, V_B = {VB:.4f} A^3")
print(f"contact energy E_A = {energy(VA, A):.5f} eV, "
      f"E_B = {energy(VB, B):.5f} eV")
print(f"P_t from tangent = {Pt * GPA:.4f} GPa = {Pt:.6f} eV/A^3")
print(f"P_t from sampled convex hull = {P_hull * GPA:.4f} GPa")
print("Enthalpy crossing")
for p in (0, 5, 10, 15):
    ha, hb = enthalpy(p / GPA, A), enthalpy(p / GPA, B)
    print(f"P = {p:2d} GPa: H_A = {ha:.5f} eV, H_B = {hb:.5f} eV, "
          f"H_B-H_A = {hb - ha:+.5f} eV")
print(f"P_t from enthalpies = {P_cross * GPA:.4f} GPa")
print(f"common enthalpy at P_t = {Ht:.5f} eV")
for n, P in enumerate(newton):
    print(f"Newton iterate {n}: P = {P * GPA:.4f} GPa")
print(f"volume difference at P = 0: {dV0:.4f} A^3")
print(f"volume difference at P_t: {dV:.4f} A^3")
print(f"mean volume difference from 0 to P_t: {mean_dV:.4f} A^3")
print("Sensitivity to an energy shift of phase B")
print(f"shift = {shift * 1000:.0f} meV")
print(f"dP_t/d(shift) = {GPA / dV / 1000:.5f} GPa/meV")
print(f"first-order change = {shift / dV * GPA:.4f} GPa")
print(f"same with zero-pressure volumes = {shift / dV0 * GPA:.4f} GPa")
print(f"bulk moduli at P_t: B_A = {BA * GPA:.2f} GPa, B_B = {BB * GPA:.2f} GPa")
print(f"second-order term = {curvature * shift ** 2 / 2 * GPA:.6f} GPa")
print(f"B raised: P_t = {P_up * GPA:.4f} GPa, "
      f"change = {(P_up - P_cross) * GPA:+.4f} GPa")
print(f"B lowered: P_t = {P_down * GPA:.4f} GPa, "
      f"change = {(P_down - P_cross) * GPA:+.4f} GPa")
print(f"shift relative to E0_B-E0_A = {100 * shift / dE0:.2f} percent")
print(f"first-order change relative to P_t = {100 * shift / dV / Pt:.2f} percent")
print("Crossing of the energy curves (not the transition)")
print(f"volume = {Vx:.4f} A^3, energy = {Ex:.5f} eV")
print(f"pressure of A there = {pressure(Vx, A) * GPA:.2f} GPa, "
      f"of B = {pressure(Vx, B) * GPA:.2f} GPa")
print(f"mixture at that volume: fraction of B = {fraction_B:.4f}, "
      f"energy = {E_mix:.5f} eV")
print("done: every assertion held")
```

Output:

```
Model parameters, per atom; A = diamond, B = beta-tin structure
1 eV/A^3 in GPa: 160.2177
A: E0 = 0.00 eV, V0 = 20.0 A^3, B0 = 100 GPa, B' = 4
A: B0 V0/(B'-1) = 4.16101 eV
B: E0 = 0.30 eV, V0 = 15.0 A^3, B0 = 120 GPa, B' = 4
B: B0 V0/(B'-1) = 3.74491 eV
lower bound on V_A/V_B at equal pressure: 1.2739
Common tangent
contact volume V_A = 18.3515 A^3, V_B = 13.9359 A^3
contact energy E_A = 0.04904 eV, E_B = 0.33201 eV
P_t from tangent = 10.2672 GPa = 0.064083 eV/A^3
P_t from sampled convex hull = 10.2672 GPa
Enthalpy crossing
P =  0 GPa: H_A = 0.00000 eV, H_B = 0.30000 eV, H_B-H_A = +0.30000 eV
P =  5 GPa: H_A = 0.60972 eV, H_B = 0.75898 eV, H_B-H_A = +0.14926 eV
P = 10 GPa: H_A = 1.19442 eV, H_B = 1.20180 eV, H_B-H_A = +0.00737 eV
P = 15 GPa: H_A = 1.75854 eV, H_B = 1.63095 eV, H_B-H_A = -0.12759 eV
P_t from enthalpies = 10.2672 GPa
common enthalpy at P_t = 1.22506 eV
Newton iterate 0: P = 0.0000 GPa
Newton iterate 1: P = 9.6131 GPa
Newton iterate 2: P = 10.2650 GPa
Newton iterate 3: P = 10.2672 GPa
volume difference at P = 0: 5.0000 A^3
volume difference at P_t: 4.4157 A^3
mean volume difference from 0 to P_t: 4.6815 A^3
Sensitivity to an energy shift of phase B
shift = 10 meV
dP_t/d(shift) = 0.03628 GPa/meV
first-order change = 0.3628 GPa
same with zero-pressure volumes = 0.3204 GPa
bulk moduli at P_t: B_A = 141.07 GPa, B_B = 161.07 GPa
second-order term = 0.000649 GPa
B raised: P_t = 10.6307 GPa, change = +0.3635 GPa
B lowered: P_t = 9.9050 GPa, change = -0.3622 GPa
shift relative to E0_B-E0_A = 3.33 percent
first-order change relative to P_t = 3.53 percent
Crossing of the energy curves (not the transition)
volume = 16.1710 A^3, energy = 0.33025 eV
pressure of A there = 33.49 GPa, of B = -7.79 GPa
mixture at that volume: fraction of B = 0.4938, energy = 0.18878 eV
done: every assertion held
```
